Charge and energy released when a threshold selector snaps on

**Problem.** A line of a crossbar memory has a capacitance C = 100 fF and is charged to 1.5 V. The line that crosses it at the addressed cell is held at 0 V. At 1.5 V the threshold selector in that cell switches on, and the charged line falls to 0.8 V.

(a) How much charge and energy does the line release?
(b) Where does the energy go, and how long does the release take?
(c) How do the answers to (a) change if the driver keeps supplying current, or if the crossing line is not held?

**Conventions.** V is the voltage of the charged line relative to the crossing line, with V₁ = 1.5 V before the snap, V₂ = 0.8 V after it, and ΔV = V₁ − V₂ = 0.7 V. The current I is positive when it leaves the line through the cell. The capacitance is taken as independent of voltage. In (a) and (b) the driver supplies no current during the snap, and the whole line ends at V₂.

**(a) Charge and energy**

The line holds the charge CV, and what it loses flows through the cell, so I = −C dV/dt. Integrating over the snap gives

Q = ∫ I dt = C(V₁ − V₂) = 100 fF × 0.7 V = 70 fC.

This is about 4.4 × 10⁵ electrons.

A charge dq that leaves the line at voltage V takes the energy V dq with it. Since dq = −C dV, reversing the limits of integration removes the minus sign:

E = ∫ V dq = C ∫ V dV (from V₂ to V₁) = ½C(V₁² − V₂²).

Factoring the difference of squares gives a form suited to mental arithmetic:

E = C(V₁ − V₂) × (V₁ + V₂)/2 = 70 fC × 1.15 V = 80.5 fJ.

The stored energy falls from 112.5 fJ to 32 fJ, which is the same difference. Neither result contains a resistance or a time, because the end voltages alone fix the change in the line's charge and stored energy.

**(b) Where the energy goes**

The discharge path contains the selector and, in series, the resistance of the memory cell and of the line. Suppose first that the selector voltage collapses at once to V₂ and stays there. The whole charge Q then crosses the selector at V₂, and the selector receives

E_sel = QV₂ = 70 fC × 0.8 V = 56 fJ.

The series resistance receives the rest:

E_res = Q(V₁ + V₂)/2 − QV₂ = Q(V₁ − V₂)/2 = ½C(ΔV)² = 24.5 fJ.

The size of the resistance has dropped out. A larger resistance lowers the current but prolongs it.

A real selector takes a finite time to collapse. Let its voltage be v(t) = V₂ + ΔV exp(−t/t_s), and let a single resistance R stand for the series path, with τ = RC. The voltage across R is x = V − v = RI. The line obeys dV/dt = −I/C = −x/τ, so

dx/dt = −x/τ + (ΔV/t_s) exp(−t/t_s), with x(0) = 0.

Trying x = A exp(−t/t_s) gives A(1/τ − 1/t_s) = ΔV/t_s, hence A = ΔV τ/(t_s − τ). Adding the free solution that makes x(0) vanish,

x = A[exp(−t/t_s) − exp(−t/τ)].

The heat in R is the integral of x²/R. The two squared exponentials integrate to t_s/2 and τ/2, and the cross term to −2τt_s/(τ + t_s). Their sum is (τ − t_s)²/[2(τ + t_s)]. Multiplying by A²/R cancels the factor (τ − t_s)², and τ/R = C leaves

E_res = ½C(ΔV)² τ/(τ + t_s).

The case t_s = τ follows by continuity. A sudden collapse (t_s → 0) restores 24.5 fJ. A very slow one (t_s → ∞) puts the entire 80.5 fJ into the selector. For R = 5 kΩ, τ = 500 ps and t_s = 1000 ps, the resistive part is 24.5 fJ/3 = 8.2 fJ. The sum of the two parts stays at 80.5 fJ.

**How long the release takes**

The line has a resistance of its own. Take a molybdenum line 400 µm long, 50 nm wide and 100 nm high, with a rough thin-film resistivity of 10 µΩ cm:

R_l = (10⁻⁷ Ω m × 4 × 10⁻⁴ m)/(5 × 10⁻⁸ m × 10⁻⁷ m) = 8 kΩ.

Let the cell, with resistance R_s = 5 kΩ, sit at one end, and let s be the fractional distance from it, from 0 to 1. For a sudden collapse, write u(s,t) = V(s,t) − V₂ for the excess voltage and U(s) for its integral over all time.

The charge that crosses the point s during the snap is the excess that lay beyond it, CΔV(1 − s). The current there is (1/R_l) ∂u/∂s. Integrating this current over time and equating the two expressions gives

dU/ds = R_l CΔV(1 − s).

At the cell, u = R_s I, so U(0) = R_s CΔV. Therefore

U(s) = CΔV[R_s + R_l(s − s²/2)].

The mean release time, weighted by charge, is t̄ = (1/Q) ∫ t I dt. If q(t) is the excess charge still on the line, then I = −dq/dt, and integration by parts turns ∫ t I dt into ∫ q dt, because tq vanishes at both ends. This integral is C times the average of U over the line. The average of s − s²/2 is 1/2 − 1/6 = 1/3, so

t̄ = C(R_s + R_l/3) = 100 fF × 7.67 kΩ = 767 ps.

This holds for a sudden collapse and a crossing line without resistance. A real crossing line is held only at its driver, and its resistance between there and the cell lengthens the release. A selector voltage that decays exponentially with time t_s adds t_s to the mean, which gives about 1770 ps for t_s = 1000 ps.

As a test, the line was divided into 40 segments and its circuit equations were integrated in time, with charge and heat accumulated separately. For the sudden collapse this gave 70.000 fC, 80.500 fJ and 766.7 ps. The selector took 56.00 fJ, the cell resistance 16.45 fJ and the line 8.05 fJ. The line takes less than the cell despite its larger resistance because its current falls to zero towards the far end. With t_s = 1000 ps the selector took 70.0 fJ, and the total was unchanged.

At the first instant of a sudden collapse the near end of the line is still at V₁, so the cell carries ΔV/R_s = 140 µA. This is 14 times a driver limit of 10 µA. A current limit at the driver does not restrain charge already stored on the line.

**(c) Two other end states**

*Driver left on.* Let the driver feed a constant I_d = 10 µA into the far end, enough, by assumption, to keep the selector conducting. The selector settles at 0.8 V, but the line stays above it by the ohmic drop:

V(s) = V₂ + I_d(R_s + R_l s).

Averaging over s, the charge kept on the line is

CI_d(R_s + R_l/2) = 100 fF × 10 µA × 9 kΩ = 9 fC.

For a line that starts uniformly at 1.5 V, the line releases 61 fC instead of 70 fC, and its stored energy falls by 72.9 fJ. If the same 10 µA had been charging the line up to threshold, its average would start I_dR_l/6 = 13 mV above the cell end, and these values become 62.3 fC and 74.9 fJ. The driver itself supplies 7.7 fC within one mean release time. By charge balance, the charge that has passed through the cell is the sum of what the driver has supplied and what the line has lost by then.

*Crossing line floating.* Suppose the crossing line starts at 0 V, is disconnected, and has capacitance C′ to ground. A charge q lowers the first line by q/C and raises the second by q/C′. The difference must fall by ΔV:

q(1/C + 1/C′) = ΔV, so q = C_s ΔV, with C_s = CC′/(C + C′).

The difference falls linearly with the charge moved, so the energy delivered to the selector and the series resistance is q times the mean voltage:

E = ½C_s(V₁² − V₂²).

For C′ = C the series capacitance is 50 fF, so the charge and the delivered energy are halved, to 35 fC and 40.3 fJ. The first line itself loses 46.4 fJ, of which 6.1 fJ is stored on the crossing line.

**Table of cases**

Each row changes one thing from the first. The energy is the fall in stored energy, counted over both lines when the crossing line floats.

| Case | Charge (fC) | Energy (fJ) |
|---|---|---|
| Crossing line held, driver off | 70.0 | 80.5 |
| Driver supplies 10 µA | 61.0 | 72.9 |
| Crossing line floating, C′ = C | 35.0 | 40.3 |
| Threshold 50 mV higher | 75.0 | 88.1 |
| Junction share in C | 71.3 | 81.9 |

In the fourth row the charge rises by Cδ = 5 fC for δ = 50 mV. The energy rises by CV₁δ + ½Cδ² = 7.6 fJ.

In the last row, 20 fF of the 100 fF at 1.5 V belongs to a driver junction whose capacitance varies as (0.7 V + V)^(−1/2). It grows as the line falls, so the general form Q = ∫ C(V) dV gives slightly more than 70 fC.

**The cost of recharging**

Once the selector is off, a supply at V₁ restores the line through a resistance. It delivers QV₁ = 105 fJ. Of this, 80.5 fJ is stored again and Q[V₁ − (V₁ + V₂)/2] = QΔV/2 = 24.5 fJ is lost on the way. The release costs the line 80.5 fJ, while the supply pays 105 fJ per snap and recharge.

**Comparison with real arrays**

The numbers are rough values in the regime of ovonic threshold selectors, which are thin chalcogenide films. A threshold of 1.5 V is on the low side for such devices, and the 50 nm line is wide for a dense array; a narrower line of the same height and length has a higher resistance and, if its capacitance is unchanged, a slower release. For a selector 20 nm thick the threshold field is 0.75 MV/cm. Of the assumptions in (a), the held crossing line matters most in the table, since losing it halves the charge when C′ = C. The driver current lowers the charge by 13%.

A real selector also turns off when its current falls below a holding value I_h. With the driver off, one series resistance R and a sudden collapse, this leaves the line at V₂ + I_hR, so less charge is released. A slow collapse can leave the line higher still, because the current may fall to I_h before the selector has reached V₂. The formulas in (a) still apply if the line voltage actually reached is used for V₂. The effect need not be small: on the distributed line above with a sudden collapse, the released charge is about 62 fC for I_h = 10 µA, 46 fC for 30 µA and 31 fC for 50 µA. In the model with t_s = 1000 ps the current starts from zero and peaks near 30 µA, so that model can describe a selector that stays on only if I_h is well below this.

Other corrections are small here, with one exception. If 4000 half-selected cells leak 0.1 nA each, they remove 0.3 fC in one mean release time. The capacitance of the addressed selector, for a rough relative permittivity of 15 and the dimensions given below, is about 0.02 fF. The exception is the sum over the 4000 cells along the line, which can reach 66 fF and has to be counted within C. If the unselected crossing lines are held at a fixed bias, Q and the energy delivered to the discharge path keep the form in (a), but part of that energy then comes from the bias supply rather than from stored energy. With a rough inductance of 1 µH/m, a single series circuit would ring only for R below 2√(L/C) = 126 Ω, far less than the 5 kΩ of the cell.

Heating is not small. A selector of 50 nm × 50 nm × 20 nm, with a rough heat capacity of 1.3 J/(cm³ K), needs 0.065 fJ per kelvin. The 56 fJ would warm it by about 860 K if no heat escaped. To include conduction, take uniform heating between cold electrodes. The steady temperature profile is then a parabola whose mean is P d/(12κA), where P is the power, d the thickness, A the area and κ the thermal conductivity. With κ = 0.3 W/(m K), this thermal resistance times the heat capacity gives a thermal time of 144 ps. That is shorter than the release, so much of the heat leaves during the snap. With this single thermal time and a sudden collapse, the mean rise peaks near 110 K; a collapse lasting t_s = 1000 ps gives a lower peak. The mid-plane of the film rises about 1.5 times as much as the mean. Cold electrodes are the most favourable case: a thermal boundary resistance of 1 to 2 × 10⁻⁸ m² K/W at each contact raises the mean peak for a sudden collapse to roughly 170 to 220 K. A narrower conducting path would have a larger thermal resistance in the same model. Heating may shift the voltage at which the selector settles, and Q and E then follow from the shifted end voltage.

The numerical output below lists most of the values used here.

Computed results

```
line capacitance: 100 fF
voltage before snap: 1.50 V
voltage after snap: 0.80 V
released charge, formula: 70.00 fC
released charge, ladder: 70.000 fC
released electrons: 4.369e+05 electrons
stored energy before: 112.50 fJ
stored energy after: 32.00 fJ
mean voltage: 1.15 V
released energy, formula: 80.50 fJ
released energy, ladder: 80.500 fJ
sudden collapse, selector heat: 56.00 fJ
sudden collapse, cell heat: 16.45 fJ
sudden collapse, line heat: 8.05 fJ
supply energy for recharge: 105.00 fJ
resistive loss in recharge: 24.50 fJ
Mo resistivity (rough): 10.0 uOhm cm
line length: 400 um
line width: 50 nm
line height: 100 nm
line resistance: 8.00 kOhm
cell resistance: 5.00 kOhm
mean release time, formula: 766.7 ps
mean release time, ladder: 766.7 ps
peak current: 140 uA
driver current limit: 10 uA
driver on: charge kept on line: 9.00 fC
driver on: charge released by line: 61.00 fC
driver on: energy released by line: 72.87 fJ
driver charge in mean release time: 7.67 fC
floating partner: charge: 35.00 fC
floating partner: energy: 40.25 fJ
slow collapse time: 1000 ps
slow collapse, selector heat: 69.97 fJ
slow collapse, total heat: 80.50 fJ
lumped slow collapse, resistive heat: 8.17 fJ
threshold spread: 50 mV
charge change from spread: 5.00 fC
energy change from spread: 7.63 fJ
junction share at 1.5 V: 20 fF
junction built-in voltage: 0.70 V
charge with junction share: 71.34 fC
energy with junction share: 81.87 fJ
half-selected cells: 4000 cells
leakage at 0.1 nA per cell: 0.40 uA
leaked charge in mean release time: 0.31 fC
selector capacitance: 0.0166 fF
line inductance at 1 uH/m: 0.40 nH
resistance below which line rings: 126 Ohm
selector side: 50 nm
selector thickness: 20 nm
selector field at threshold: 0.75 MV/cm
thermal conductivity (rough): 0.30 W/(m K)
heat capacity (rough): 1.30 J/(cm3 K)
selector thermal time: 144 ps
selector rise with no heat loss: 862 K
selector peak mean rise: 110 K
```
